**Straight paths of constant orientation on an etched surface**

For an etch rate $V(\mathbf n)$, with $\mathbf n$ the unit normal into the solid, a point of constant orientation on a smooth curved surface moves with velocity $\nabla H(\mathbf n)$, where $H(\mathbf p)=|\mathbf p|V(\mathbf p/|\mathbf p|)$. The program asserts that this velocity agrees with $V\mathbf n$ plus the surface gradient of $V$, and that it is normal to the slowness surface $\mathbf n/V$, both by finite differences of $V$. It moves a three-dimensional marker surface along its own normals, without using $H$, and asserts that three chosen orientations lie on the predicted straight lines at two times. The largest difference in any coordinate is $1.3\times10^{-9}$ µm. It also asserts that the hilltop radii at 6 min have the predicted values and, on a grid of starting points, that the hilltop focuses first, at 12.06 min. For a ridge beyond focusing, it asserts that an upwind solution approaches the lowest characteristic sheet as the grid is refined. The largest height difference falls from 0.0030 µm with 400 cells to 0.0015 µm with 800 cells.

## Check in Python

```python
"""Result under test: if a surface is etched with normal speed V(n), the point
with fixed unit normal n moves on a straight line with velocity grad H(n),
H(p) = |p| V(p/|p|), as long as the surface is smooth.
n points from etchant into solid; z is up, solid lies below z = h(x, y).
Lengths in micrometres (um), times in minutes (min).
V is a smooth cubic model with chosen rates on (100), (110), (111)."""
import numpy as np
import sympy as sp
from scipy.optimize import root, brentq

V100, V110, V111 = 1.0, 1.4, 0.3
b4 = 2 * (V100 - V110)
a0 = V100 - b4
c6 = 27 * (V111 - a0 - b4 / 3)


def rate(n):
    """Etch rate for unit normals n, components on the first axis."""
    return a0 + b4 * (n**4).sum(axis=0) + c6 * (n[0] * n[1] * n[2])**2


# homogeneous speed function and its derivatives
P = sp.symbols("px py pz", real=True)
norm_p = sp.sqrt(sum(q**2 for q in P))
H_sym = norm_p * (a0 + b4 * sum((q / norm_p)**4 for q in P)
                  + c6 * (P[0] * P[1] * P[2])**2 / norm_p**6)
grad_sym = [sp.diff(H_sym, q) for q in P]
H = sp.lambdify(P, H_sym, "numpy")
grad_H = sp.lambdify(P, grad_sym, "numpy")
hess_H = sp.lambdify(P, [[sp.diff(g, q) for q in P] for g in grad_sym], "numpy")


def sphere(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


# velocity formula and slowness normal, from finite differences of V alone
rng = np.random.default_rng(3)
eps = 1e-5
err_velocity = err_slowness = 0.0
for theta, phi in zip(rng.uniform(0.3, 2.8, 40), rng.uniform(0, 6.28, 40)):
    n = sphere(theta, phi)
    e_theta = sphere(theta + np.pi / 2, phi)
    e_phi = np.array([-np.sin(phi), np.cos(phi), 0.0])
    tp, tm = sphere(theta + eps, phi), sphere(theta - eps, phi)
    fp, fm = sphere(theta, phi + eps), sphere(theta, phi - eps)
    V_theta = (rate(tp) - rate(tm)) / (2 * eps)
    V_phi = (rate(fp) - rate(fm)) / (2 * eps)
    split = rate(n) * n + V_theta * e_theta + V_phi / np.sin(theta) * e_phi
    c = np.array(grad_H(*n))
    err_velocity = max(err_velocity, np.abs(c - split).max())
    s_theta = (tp / rate(tp) - tm / rate(tm)) / (2 * eps)
    s_phi = (fp / rate(fp) - fm / rate(fm)) / (2 * eps)
    normal = np.cross(s_theta, s_phi)
    sine = np.linalg.norm(np.cross(c, normal))
    sine /= np.linalg.norm(c) * np.linalg.norm(normal)
    err_slowness = max(err_slowness, sine)
assert err_velocity < 1e-6
assert err_slowness < 1e-6
sample = rng.normal(size=(3, 100000))
V_min = rate(sample / np.linalg.norm(sample, axis=0)).min()
assert V_min > 0

# initial hills h = A1 cos(kx) + A2 cos(ky)
L, A1, A2 = 40.0, 0.8, 0.6
k = 2 * np.pi / L


def height0(x, y):
    return A1 * np.cos(k * x) + A2 * np.cos(k * y)


def slopes0(x, y):
    return np.array([-k * A1 * np.sin(k * x), -k * A2 * np.sin(k * y)])


# marker surface moved only along its own numerical normals
N = 64
u = np.arange(N) * L / N
U, W = np.meshgrid(u, u, indexing="ij")
wave = 2 * np.pi * np.fft.fftfreq(N, L / N)
wave[N // 2] = 0.0
KU, KW = np.meshgrid(wave, wave, indexing="ij")


def marker_velocity(D):
    C = np.fft.fft2(D)
    Tu = np.fft.ifft2(1j * KU * C).real
    Tw = np.fft.ifft2(1j * KW * C).real
    Tu[0] += 1
    Tw[1] += 1
    n = -np.cross(Tu, Tw, axis=0)
    n /= np.sqrt((n**2).sum(axis=0))
    return rate(n) * n


D = np.array([0 * U, 0 * U, height0(U, W)])
t_end, steps = 6.0, 120
dt = t_end / steps
snapshots = {}
for step in range(1, steps + 1):
    k1 = marker_velocity(D)
    k2 = marker_velocity(D + dt / 2 * k1)
    k3 = marker_velocity(D + dt / 2 * k2)
    k4 = marker_velocity(D + dt * k3)
    D = D + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    if step in (steps // 2, steps):
        snapshots[step * dt] = np.fft.fft2(D) / N**2


def surface_point(label, C):
    """Position and slopes (h_x, h_y) at a marker label, by Fourier series."""
    E = C * np.exp(1j * (KU * label[0] + KW * label[1]))
    x = E.sum(axis=(1, 2)).real + np.array([label[0], label[1], 0.0])
    Tu = (1j * KU * E).sum(axis=(1, 2)).real + np.array([1.0, 0, 0])
    Tw = (1j * KW * E).sum(axis=(1, 2)).real + np.array([0, 1.0, 0])
    n = -np.cross(Tu, Tw)
    return x, -n[:2] / n[2]


err_track = 0.0
tracked = {}
starts = [(5.0, 4.0), (16.0, 13.0), (-6.0, 17.0)]
for start in starts:
    target = slopes0(*start)
    c = np.array(grad_H(target[0], target[1], -1.0))
    x0 = np.array([start[0], start[1], height0(*start)])
    for t, C in snapshots.items():
        sol = root(lambda q: surface_point(q, C)[1] - target, start, tol=1e-11)
        x, slope = surface_point(sol.x, C)
        assert np.abs(slope - target).max() < 1e-8
        err_track = max(err_track, np.abs(x - x0 - t * c).max())
        tracked[start, round(t, 6)] = x
assert err_track < 1e-4

# one orientation in detail
start = starts[0]
s0 = slopes0(*start)
n0 = np.array([s0[0], s0[1], -1.0])
n0 /= np.linalg.norm(n0)
c0 = np.array(grad_H(*n0))
V0 = rate(n0)
x0 = np.array([start[0], start[1], height0(*start)])
deflection = np.degrees(np.arccos(V0 / np.linalg.norm(c0)))
C_end = snapshots[max(snapshots)]
x_marker, s_marker = surface_point(start, C_end)
n_marker = np.array([s_marker[0], s_marker[1], -1.0])
n_marker /= np.linalg.norm(n_marker)
turn = np.degrees(np.arccos(n_marker @ n0))
assert turn > 0.1

# hilltop: sigma = V + V'' from the definition, and radii on tracked surface
d = 1e-3
down = np.pi
V_second = (rate(sphere(down + d, 0)) - 2 * rate(sphere(down, 0))
            + rate(sphere(down - d, 0))) / d**2
sigma = np.array(hess_H(0.0, 0.0, -1.0), float)[0, 0]
assert abs(sigma - V100 - V_second) < 1e-4
R0 = np.array([1 / (k**2 * A1), 1 / (k**2 * A2)])
R_line = R0 - sigma * t_end
R_track = []
for K, axis in ((KU, 0), (KW, 1)):
    stretch = 1 + (1j * K * C_end[axis]).sum().real
    z_second = (-K**2 * C_end[2]).sum().real
    R_track.append(-stretch**2 / z_second)
R_track = np.array(R_track)
assert np.abs(R_track / R_line - 1).max() < 1e-3

# first focusing time over the whole initial surface
t_focus = R0[0] / sigma
rates_of_strain = []
for x in np.linspace(-L / 2, L / 2, 81):
    for y in np.linspace(-L / 2, L / 2, 81):
        s = slopes0(x, y)
        F2 = np.array(hess_H(s[0], s[1], -1.0), float)[:2, :2]
        h2 = np.diag([-k**2 * A1 * np.cos(k * x), -k**2 * A2 * np.cos(k * y)])
        ev = np.linalg.eigvals(F2 @ h2)
        rates_of_strain += [e.real for e in ev if abs(e.imag) < 1e-12]
t_first = -1 / min(rates_of_strain)
assert abs(t_first / t_focus - 1) < 1e-6

# ridge section h = A1 cos(kx) beyond focusing: edge against upwind solution
t_edge = 24.0
assert t_edge > t_focus


def sheet(s):
    p = -k * A1 * np.sin(k * s)
    g = grad_H(p, 0.0, -1.0)
    return s + t_edge * g[0], A1 * np.cos(k * s) + t_edge * g[2]


s_edge = brentq(lambda s: sheet(s)[0], 0.5, L / 2)
X, Z = sheet(np.linspace(s_edge, L / 2, 4000))
assert np.all(np.diff(X) > 0)
z_edge = sheet(s_edge)[1]
p_edge = k * A1 * np.sin(k * s_edge)
p_test = np.linspace(-k * A1, k * A1, 201)
F_second = np.array([hess_H(p, 0.0, -1.0)[0][0] for p in p_test])
assert F_second.min() > 0
errors = []
for cells in (400, 800):
    dx = L / cells
    xg = np.arange(cells) * dx
    h = A1 * np.cos(k * xg)
    for _ in range(cells):
        left = (h - np.roll(h, 1)) / dx
        right = (np.roll(h, -1) - h) / dx
        flux = np.maximum(H(np.maximum(left, 0), 0.0, -1.0),
                          H(np.minimum(right, 0), 0.0, -1.0))
        h = h - t_edge / cells * flux
    half = xg <= L / 2
    errors.append(np.abs(h[half] - np.interp(xg[half], X, Z)).max())
z_upwind = h[0]
z_smooth = A1 - V100 * t_edge
assert errors[1] < 0.01 and errors[1] < 0.75 * errors[0]
assert z_smooth - z_edge > 10 * errors[1]


def vec(v, digits=4):
    return "(" + ", ".join(f"{q:.{digits}f}" for q in v) + ")"


print(f"chosen rates V100, V110, V111: {V100}, {V110}, {V111} um/min")
print(f"model coefficients a0, b4, c6: {a0:.4f}, {b4:.4f}, {c6:.4f} um/min")
print(f"smallest sampled rate: {V_min:.4f} um/min")
print(f"largest error of V n + surface gradient: {err_velocity:.1e} um/min")
print(f"largest sine between velocity and slowness normal: {err_slowness:.1e}")
print(f"period L: {L} um; amplitudes A1, A2: {A1}, {A2} um")
print(f"start point: {vec(x0)} um")
print(f"initial slopes h_x, h_y: {vec(s0, 5)}")
print(f"unit normal into solid: {vec(n0, 5)}")
print(f"etch rate V(n): {V0:.5f} um/min")
print(f"characteristic velocity: {vec(c0, 5)} um/min")
print(f"its magnitude: {np.linalg.norm(c0):.5f} um/min")
print(f"velocity dot normal: {c0 @ n0:.5f} um/min")
print(f"angle between velocity and normal: {deflection:.3f} deg")
for t in (t_end / 2, t_end):
    print(f"straight line at {t} min: {vec(x0 + t * c0)} um")
    print(f"same orientation on tracked surface: {vec(tracked[start, t])} um")
print(f"largest tracking error, 3 orientations, 2 times: {err_track:.1e} um")
print(f"normal-moving marker at {t_end} min: {vec(x_marker)} um")
print(f"turn of that marker's normal: {turn:.3f} deg")
print(f"V'' at (001): {V_second:.4f} um/min per rad^2")
print(f"sigma = V + V'' at (001): {sigma:.4f} um/min")
print(f"hilltop radii at 0 min: {vec(R0, 3)} um")
print(f"hilltop radii at {t_end} min, formula: {vec(R_line, 3)} um")
print(f"hilltop radii at {t_end} min, tracked: {vec(R_track, 3)} um")
print(f"hilltop focusing time R/sigma: {t_focus:.4f} min")
print(f"first focusing time on whole surface: {t_first:.4f} min")
print(f"ridge section examined at: {t_edge} min")
print(f"smallest F'' in ridge slope range: {F_second.min():.4f} um/min")
print(f"start distance of lines now at edge: {s_edge:.4f} um")
print(f"edge slope magnitude: {p_edge:.5f}")
print(f"edge flank tilt: {np.degrees(np.arctan(p_edge)):.3f} deg")
print(f"edge height from characteristics: {z_edge:.4f} um")
print(f"edge height from upwind solution: {z_upwind:.4f} um")
print(f"height if hilltop line had continued: {z_smooth:.4f} um")
print(f"upwind errors, 400 and 800 cells: {errors[0]:.5f}, {errors[1]:.5f} um")
print("no test failed")
```

Printed output:

```
chosen rates V100, V110, V111: 1.0, 1.4, 0.3 um/min
model coefficients a0, b4, c6: 1.8000, -0.8000, -33.3000 um/min
smallest sampled rate: 0.3000 um/min
largest error of V n + surface gradient: 1.2e-09 um/min
largest sine between velocity and slowness normal: 8.7e-10
period L: 40.0 um; amplitudes A1, A2: 0.8, 0.6 um
start point: (5.0000, 4.0000, 1.0511) um
initial slopes h_x, h_y: (-0.08886, -0.05540)
unit normal into solid: (-0.08837, -0.05510, -0.99456)
etch rate V(n): 1.01642 um/min
characteristic velocity: (-0.34708, -0.19989, -0.98007) um/min
its magnitude: 1.05875 um/min
velocity dot normal: 1.01642 um/min
angle between velocity and normal: 16.256 deg
straight line at 3.0 min: (3.9588, 3.4003, -1.8891) um
same orientation on tracked surface: (3.9588, 3.4003, -1.8891) um
straight line at 6.0 min: (2.9175, 2.8006, -4.8293) um
same orientation on tracked surface: (2.9175, 2.8006, -4.8293) um
largest tracking error, 3 orientations, 2 times: 1.3e-09 um
normal-moving marker at 6.0 min: (4.3914, 3.6311, -5.0288) um
turn of that marker's normal: 1.395 deg
V'' at (001): 3.2000 um/min per rad^2
sigma = V + V'' at (001): 4.2000 um/min
hilltop radii at 0 min: (50.661, 67.547) um
hilltop radii at 6.0 min, formula: (25.461, 42.347) um
hilltop radii at 6.0 min, tracked: (25.461, 42.347) um
hilltop focusing time R/sigma: 12.0620 min
first focusing time on whole surface: 12.0620 min
ridge section examined at: 24.0 min
smallest F'' in ridge slope range: 3.7437 um/min
start distance of lines now at edge: 11.7659 um
edge slope magnitude: 0.12086
edge flank tilt: 6.891 deg
edge height from characteristics: -23.5205 um
edge height from upwind solution: -23.5196 um
height if hilltop line had continued: -23.2000 um
upwind errors, 400 and 800 cells: 0.00303, 0.00152 um
no test failed
```
